# Depletion and potential barrier beside a positively charged oxide grain boundary

## 1. Definitions and conventions

A flat grain boundary lies at $x=0$ between two identically doped grains. Its core is treated as a thin sheet with positive charge $Q=e\sigma$ per area, where $e>0$ is the elementary charge. By symmetry it is enough to treat $x>0$.

Each grain contains two charged species:

- acceptors, each of charge $-e$, with uniform density $N$, unable to move;
- oxygen vacancies, each of charge $+2e$, with density $c(x)$, free to move.

Charges are counted relative to the perfect crystal. Far from the boundary the grain is neutral, $2c_b=N$, so $c_b=N/2$. The potential $\phi$ is zero there. The permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ is constant. Electrons and holes are neglected, vacancies are dilute, and the grains are much wider than the charged zones.

The following abbreviations will be used:

$$u=\frac{2e\phi}{kT},\qquad L^2=\frac{\varepsilon kT}{2e^2N},\qquad w=\frac{\sigma}{2N},\qquad s=\frac{Q^2}{4\varepsilon kTN}.$$

Here $u$ is the electrostatic energy of a vacancy over $kT$, and $L$ is the screening length. A layer of width $w$ emptied of vacancies holds acceptor charge $-eNw=-Q/2$, which balances half the core. The last three quantities are related, since

$$\frac{w^2}{2L^2}=\frac{\sigma^2}{4N^2}\,\frac{e^2N}{\varepsilon kT}=\frac{Q^2}{4\varepsilon kTN}=s,
\qquad\text{so}\qquad \sqrt{2s}=\frac{w}{L}.$$

The charge $Q$ is given. Its value depends on the chemistry of the core, which this model does not contain.

## 2. Vacancies in equilibrium

With diffusion coefficient $D$ and the Einstein relation for a particle of charge $2e$, the vacancy flux is

$$J=-D\left(\frac{dc}{dx}+\frac{2e}{kT}\,c\,\frac{d\phi}{dx}\right)=-D\,(c'+c\,u').$$

In equilibrium $J=0$. Dividing by $c$ gives $(\ln c)'=-u'$. Integration from the bulk, where $c=c_b$ and $u=0$, yields

$$c(x)=\frac N2\,e^{-u(x)} .$$

A positive potential therefore expels vacancies. The acceptors stay and supply the negative screening charge.

## 3. Poisson's equation and the condition at the core

The charge density is $\rho=e(2c-N)=-eN(1-e^{-u})$. Poisson's equation, $\phi''=-\rho/\varepsilon$, becomes

$$\phi''=\frac{eN}{\varepsilon}\left(1-e^{-u}\right).$$

Multiplying by $2e/kT$ turns the left side into $u''$ and the prefactor into $2e^2N/(\varepsilon kT)=1/L^2$:

$$u''=\frac{1-e^{-u}}{L^2}.$$

Gauss's law across the sheet reads $\varepsilon[E(0^+)-E(0^-)]=Q$. Symmetry gives $E(0^-)=-E(0^+)$, so

$$E_0\equiv E(0^+)=-\phi'(0^+)=\frac{Q}{2\varepsilon},\qquad -u'(0^+)=\frac{eQ}{\varepsilon kT}.$$

To express this slope through $s$, note that

$$\frac{2s}{L^2}=\frac{Q^2}{2\varepsilon kTN}\,\frac{2e^2N}{\varepsilon kT}=\left(\frac{eQ}{\varepsilon kT}\right)^2 .$$

Hence $-u'(0^+)=\sqrt{2s}/L$.

## 4. First integral

Multiply the equation for $u''$ by $L^2u'$. The left side is the derivative of $L^2u'^2/2$, and the right side is the derivative of $u+e^{-u}$. In the bulk $u=u'=0$, which fixes the constant:

$$\frac{L^2u'^2}{2}=g(u),\qquad g(u)=u+e^{-u}-1 .$$

Multiplying by $NkT/2$ shows what this means:

$$\frac{\varepsilon E^2}{2}=eN\phi-kT\,(c_b-c).$$

The last term is the difference in the ideal osmotic pressure of the vacancies between the bulk and $x$. For a given field, this pressure difference requires a higher potential than the acceptor term alone would.

## 5. The barrier

At $x=0^+$ the left side of the first integral is $s$. With $u_0=u(0)$,

$$u_0+e^{-u_0}-1=s .$$

Set $y=u_0-1-s$. The equation says $y=-e^{-u_0}$, and $u_0=1+s+y$, so

$$y=-e^{-(1+s)}e^{-y}\quad\Longrightarrow\quad y\,e^{y}=-e^{-(1+s)} .$$

Lambert's function $W$ is defined by $We^W=z$. For a positive core $u_0>0$, hence $-1<y<0$. This selects the branch $W_0$, and

$$\boxed{u_0=1+s+W_0\!\left(-e^{-1-s}\right),\qquad \phi_0=\frac{kT}{2e}\,u_0 .}$$

The other real branch has $y<-1$, so $u_0<0$. It belongs to a negative core, where vacancies accumulate.

**Strong charge.** For small $z$, $W_0(z)\approx z$. Thus $u_0\approx1+s-e^{-1-s}$, and apart from the exponentially small term

$$\phi_0=\frac{Q^2}{8\varepsilon eN}+\frac{kT}{2e}.$$

The first term is the result of abrupt depletion, in which vacancies are absent for $x<w$ and undisturbed beyond. The second is the osmotic term of Section 4 with $c\approx0$: $kTc_b/(eN)=kT/(2e)$.

**Weak charge.** Expanding $g$ for small $u_0$ gives $u_0^2/2-u_0^3/6=s$. At leading order $u_0=\sqrt{2s}=w/L$. Inserting $u_0=w/L+\delta$ gives $(w/L)\delta=(w/L)^3/6$ at the next order, so

$$u_0=\frac wL\left(1+\frac{w}{6L}+\dots\right).$$

To convert the leading term, use $kT/N=2e^2L^2/\varepsilon$:

$$\phi_0\approx\frac{kT}{2e}\,\frac{\sigma}{2NL}=\frac{\sigma}{4eL}\,\frac{2e^2L^2}{\varepsilon}=\frac{QL}{2\varepsilon}.$$

This is linear screening: the core field acts over one screening length. At fixed $N$, $T$ and $\varepsilon$, the barrier changes from linear to quadratic in $Q$ as $w$ grows past $L$.

## 6. The profile

Since $g'(u)=1-e^{-u}$, $g$ has its minimum, zero, at $u=0$ and is positive elsewhere. The slope starts negative and cannot vanish while $u>0$. The negative root therefore applies throughout, $u'=-\sqrt{2g(u)}/L$. Separating variables gives

$$x=L\int_{u}^{u_0}\frac{dv}{\sqrt{2(v+e^{-v}-1)}} .$$

**Inside the depleted zone.** Where $e^{-u}\ll1$, the exponential can be dropped over the whole range of integration:

$$x\approx L\left[\sqrt{2(u_0-1)}-\sqrt{2(u-1)}\right]\approx w-L\sqrt{2(u-1)},$$

because $u_0-1\approx s$ and $L\sqrt{2s}=w$. Solving for $u$,

$$u=1+\frac{(w-x)^2}{2L^2},\qquad \phi=\frac{kT}{2e}+\frac{eN}{2\varepsilon}(w-x)^2,\qquad c=\frac N2\,e^{-1-(w-x)^2/2L^2}.$$

The potential is the abrupt-depletion parabola raised by $kT/2e$. The vacancy density is part of a Gaussian, smaller by a factor $e$ than the parabola alone would give.

**Beyond the edge.** For small $v$, $\sqrt{2g(v)}\approx v$, so the integral contains $-\ln u$ and the tail is exponential. To find its prefactor under strong depletion, write $w/L=\sqrt{2(u_0-1)}=\int_1^{u_0}dv/\sqrt{2(v-1)}$ and subtract it from $x/L$. As $u\to0$ and $u_0\to\infty$,

$$\frac{x-w}{L}=-\ln u+\ln A,$$

$$\ln A=\int_0^1\!\left[\frac1{\sqrt{2g}}-\frac1v\right]dv+\int_1^\infty\!\left[\frac1{\sqrt{2g}}-\frac1{\sqrt{2(v-1)}}\right]dv .$$

Thus $u\to A\,e^{-(x-w)/L}$. Quadrature gives $A=0.662$, a number free of material parameters.

**Vacancies expelled.** From Poisson's equation $c_b-c=c_bL^2u''$. Integrating over one side,

$$\int_0^\infty(c_b-c)\,dx=-c_bL^2u'(0^+)=c_bL\sqrt{2s}=c_bw=\frac{\sigma}{4}.$$

This holds for any strength of the core charge. Each missing vacancy uncovers charge $-2e$, so the two sides together supply $-e\sigma$.

## 7. Tests by independent calculation

The equilibrium was tested from the dynamics. Vacancies spread uniformly over a closed, neutral cell of length $14L$ were allowed to drift and diffuse for a time $200L^2/D$, with $s=8$. The field came from Gauss's law at each instant. The relaxed barrier was $u_0=8.9998$; the formula gives $8.9999$.

In the same run $\ln c$ differed from the Boltzmann law by at most $0.0133$. The grid explains this size. With spacing $hL$, the centred flux makes the logarithmic density ratio of neighbouring cells $2\,\mathrm{artanh}(p/2)\approx p+p^3/12$ instead of $p=hL|u'|$. In the depleted zone $L|u'|\approx\sqrt{2s}-x/L$, so the errors add up to

$$\frac{h^2}{12}\int_0^{\sqrt{2s}}\xi^3\,d\xi=\frac{h^2(2s)^2}{48}=0.0133\qquad(h=0.05).$$

Poisson's equation was also solved by finite differences, without the first integral, for six core charges from $0.01$ to $0.55\ e/\mathrm{nm}^2$ and the grain parameters of Section 8. The largest relative difference from the barrier formula was $2.3\times10^{-6}$. At the weakest charge the barrier was $1.019$ times the linear law, in agreement with the correction $w/6L$ for $w=0.5$ nm and $L=4.47$ nm.

## 8. Worked example

The following rough values lie in the regime of lightly acceptor-doped strontium titanate: $T=600$ K, $\varepsilon_r=140$, $N=10^{19}\ \mathrm{cm^{-3}}=0.01\ \mathrm{nm^{-3}}$ and $\sigma=0.55\ \mathrm{nm^{-2}}$. The core charge is $8.8\ \mu\mathrm{C/cm^2}$, and $kT=0.0517$ eV. The lengths are

$$L=\sqrt{\frac{140\times8.854\times10^{-12}\times0.0517}{2\times1.602\times10^{-19}\times10^{25}}}\ \mathrm m=4.47\ \mathrm{nm},\qquad w=\frac{0.55}{0.02}\ \mathrm{nm}=27.5\ \mathrm{nm}.$$

Then $s=w^2/2L^2=18.9$ and $u_0=19.9$; the Lambert term is negligible. The barrier is

$$\phi_0=\frac{0.0517\ \mathrm V}{2}\,(18.9+1)=0.489\ \mathrm V+0.026\ \mathrm V=0.515\ \mathrm V .$$

The electrostatic energy of a vacancy is $2e\phi_0=1.03$ eV higher beside the core than in the bulk; the migration barriers between neighbouring sites come on top of this. The field beside the core is $E_0=0.355$ MV/cm.

| $x$ (nm) | $\phi$ (V) | abrupt $\phi$ (V) | $c/c_b$ |
|---|---|---|---|
| 0 | 0.515 | 0.489 | $2.3\times10^{-9}$ |
| 14 | 0.144 | 0.118 | $3.9\times10^{-3}$ |
| 21 | 0.052 | 0.027 | 0.13 |
| 27.5 | 0.016 | 0 | 0.55 |
| 40 | 0.001 | 0 | 0.96 |

At 14 nm the two potentials differ by the predicted $0.026$ V. At the nominal edge the lifted parabola would give $0.026$ V, but the solution is $0.016$ V: there $e^{-u}$ is no longer small. The edge is spread over a few $L$, and more than half the bulk vacancy density is already present at $x=w$. Each side has lost $0.1375$ vacancies per $\mathrm{nm^2}$, which is $\sigma/4$.

## 9. When the acceptors are not uniform

Acceptors that cannot move at 600 K may have moved during sintering. With rough cation diffusion parameters, a prefactor of $1\ \mathrm{cm^2/s}$ and an activation energy of 3.5 eV, the length $\sqrt{Dt}$ is about $10^{-4}$ nm for one year at 600 K. It is about $6\ \mu$m for ten hours at 1600 K. Immobility in use is thus a good assumption for these inputs, whereas uniformity depends on how the sample was made.

To size the effect, let both species equilibrate at $T_s=1600$ K with the same $Q$ and a rough permittivity of 50:

$$N_A(x)=N e^{e\phi_s/kT_s},\qquad c(x)=\frac N2e^{-2e\phi_s/kT_s}.$$

Here $\phi_s$ is the potential at $T_s$. Solving Poisson's equation gives $0.336$ V at the core and an acceptor density there 11 times the bulk value. If this acceptor profile is frozen and the vacancies re-equilibrate at 600 K, the barrier is $0.121$ V instead of $0.515$ V. With the diffusion inputs above, a layer a few nm thick relaxes in about 0.01 s at 1600 K and freezes only near 1100 to 1400 K on cooling; because $\varepsilon T$ changes little over this range, the barrier stays at about 0.12 V. Electrons and holes at $T_s$ are neglected.

The reason follows from Poisson's equation. Integration by parts gives

$$\int_0^\infty x\phi''\,dx=\left[x\phi'\right]_0^\infty-\int_0^\infty\phi'\,dx=\phi_0,
\qquad\text{so}\qquad \phi_0=-\frac1\varepsilon\int_0^\infty x\rho\,dx=E_0\bar x .$$

Here $\bar x$ is the mean distance of the screening charge, whose total is $-Q/2$ on each side. With $E_0=0.0355$ V/nm, $\bar x$ is 14.5 nm for uniform acceptors and 3.4 nm for the frozen-in profile. At fixed $Q$ and $\varepsilon$, enrichment brings the screening charge closer and lowers the barrier.

## 10. Smaller corrections

The following estimates use uniform acceptors and rough material inputs.

- **Random acceptor positions.** The mean spacing is 4.6 nm, close to $L$, so the diffuse edge is an average over few acceptors. A cube of side $w$ holds about 208, with a relative scatter of 7 %. Since the abrupt barrier varies as $1/N$ at fixed $Q$, a 7 % change of density on both sides together would shift it by about 0.03 V. Independent scatter on the two sides lowers this to about 0.024 V. A three-dimensional linear-response estimate, which weights each acceptor by its distance and includes screening at the edges, gives smaller local variations still, about 0.010 V averaged over an area $w^2$ and 0.014 V at a point.
- **Core thickness.** If the core charge fills a layer 1 nm thick, the potential at its centre is 9 mV higher than at its faces.
- **Field-dependent permittivity.** With $E=D_e/\varepsilon+\beta D_e^3$, where $D_e$ is the electric displacement and $\beta=7\times10^9\ \mathrm{V\,m^5/C^3}$, the barrier rises by 4 mV.
- **Pairing.** A binding energy of 0.3 eV attaches a vacancy to 13 % of the bulk acceptors, yet the barrier shifts by only 0.5 mV. Vacancies have left most of the depleted zone, whether paired or not, so only the thermal lift changes; stronger binding raises the shift to 6 mV at 0.45 eV and to at most about 10 mV.
- **Vacancy correlations.** The screening energy of one vacancy, $(2e)^2/(8\pi\varepsilon L)$, is $0.09\,kT$, which supports the mean-field treatment of the mobile charge.
- **Electrons and holes.** For a gap of 2.9 eV, band densities of $10^{21}\ \mathrm{cm^{-3}}$ and bulk holes at 1 % of $N$, the electron density at the core is about $10^{-14}N$. Holes carry charge $e$ and fall as $e^{-u/2}$, to about $5\times10^{-7}N$. They then outnumber the vacancies at the core, about $10^{-9}N$, but both charges are negligible beside that of the acceptors. This assumes the acceptors do not trap holes. At this hole density the Fermi level lies 0.48 eV above the valence band; an acceptor level 0.6 eV above the band would be about 90 % neutral in the bulk and ionise in the depleted zone, raising the barrier at fixed $Q$ to about 0.62 V, which is not a small correction.

## 11. Comparison with real ceramics

Barriers of several tenths of a volt are a rough typical size for acceptor-doped strontium titanate, so the example's 0.5 V is not unusual. The doping is light, about 0.06 % of the titanium sites for a lattice constant of 0.39 nm. The assumption most exposed in a sintered ceramic is that of uniform acceptors: for the example's numbers and fixed $Q$, full redistribution at 1600 K lowers the barrier by a factor of about four. If the example's frozen-in profile is kept fixed, a barrier of 0.5 V at 600 K needs a core charge of about $0.9\ e/\mathrm{nm^2}$ instead of $0.55\ e/\mathrm{nm^2}$. If the profile instead forms at 1600 K under the same larger charge, the added enrichment offsets most of the gain, and the dilute model reaches 0.5 V only with more acceptors at the core than there are titanium sites. Full redistribution under an unchanged core charge therefore cannot account for such a barrier with these inputs, as long as electrons are negligible at 1600 K. Electrons that help screen the core there are gone at 600 K and must be replaced by depletion: with a bulk electron density of about $0.09N$ at 1600 K, roughly the intrinsic value, 0.5 V is reached between $2$ and $4\ e/\mathrm{nm^2}$, with acceptors on less than a third of the core's titanium sites. The core charge can itself change with temperature and doping, and then the scaling at fixed $Q$ does not describe a series of samples. The uniform-acceptor formula suits material whose acceptors are fully ionised in the bulk, whose cations have not redistributed and whose grains are much wider than $2w=55$ nm. The numerical output below gives the remaining profile points and inputs.

## Numbers as computed

```
Dynamics test s=8: u0 relaxed 8.9998, formula 8.9999
Largest error in ln(c) against Boltzmann: 0.0133
Worst relative barrier error, six charges: 2.3e-06
Weak charge 0.01 nm^-2: barrier / linear law = 1.0190
Temperature: 600 K; kT = 0.05170 eV
Relative permittivity: 140
Acceptor density: 1.0e+19 cm^-3
Core charge: 0.55 e/nm^2 = 8.81 uC/cm^2
Screening length L: 4.472 nm
Depletion width w per side: 27.50 nm
Dimensionless load s: 18.905; u0 = 19.905
Field at the core: 0.355 MV/cm
Abrupt-depletion barrier: 0.4887 V
Thermal lift kT/2e: 0.0259 V
Full barrier phi0: 0.5146 V
Vacancy energy barrier 2e phi0: 1.0292 eV
Vacancy density at core / bulk: 2.27e-09
Vacancies expelled per side: 0.1375 nm^-2
Tail constant A: 0.6624; direct 0.6619
Profile: x (nm), phi (V), abrupt phi (V), c/c_bulk
    0.0  0.5146  0.4887  2.267e-09
    7.0  0.2974  0.2716  1.007e-05
   14.0  0.1436  0.1178  3.866e-03
   21.0  0.0524  0.0273  1.319e-01
   27.5  0.0155  0.0000  5.491e-01
   32.0  0.0060  0.0000  7.922e-01
   40.0  0.0010  0.0000  9.606e-01
Sintering inputs: 1600 K, permittivity 50
Sintering potential at core: 0.336 V
Frozen acceptor enrichment at core: 11.42 times
Barrier at 600 K, frozen-in acceptors: 0.121 V
Pair binding 0.3 eV: paired acceptors in bulk 12.8 %
Barrier shift by pairing: 0.46 mV
Dielectric nonlinearity beta: 7.0e+09 V m^5/C^3
Barrier shift by nonlinearity: 4.12 mV
Extra potential in 1 nm core: 8.89 mV
Gap 2.9 eV, band densities 1e+21 cm^-3, holes/N 0.01
Electrons at core / acceptors: 9.2e-15
Vacancy correlation energy / kT: 0.089
Mean acceptor spacing: 4.64 nm
Acceptors in a cube of side w: 208; relative scatter 6.9 %
Cation diffusion inputs: 1 cm^2/s, 3.5 eV
Cation diffusion length, 600 K, 1 year: 1.1e-04 nm
Cation diffusion length, 1600 K, 10 h: 5.8e+03 nm
```
